Hyperbolic-sine crack velocity law from thermally activated opening and healing

PART 1. THE VELOCITY LAW AND ITS ZERO

The form fixed by dimensions, symmetry and equilibrium

A crack that moves by breaking one bond after another has a velocity with the dimension of length over time. The length at hand is the advance a per bond. The time is the inverse of a hopping rate κ. The load enters through the net work w gained in one bond step, and in a thermally activated process this energy is compared with the thermal energy k_B T. With β = 1/(k_B T), the velocity must therefore have the form

v = a κ Φ(βw),

where κ may itself depend on w and on the barrier that a bond has to cross. If the energy landscape of a bond and the friction along it look the same when traversed forward and backward, a change of the sign of w exchanges opening and healing. The velocity then changes sign, so Φ is odd if κ is even.

Oddness alone does not select a function. The missing condition comes from thermal equilibrium: the opening rate k₊ and the healing rate k₋ have the ratio exp(βw). Two positive numbers with this ratio and with geometric mean κ are

k₊ = κ exp(+βw/2),
k₋ = κ exp(−βw/2).

Their difference gives the net advance,

v = a(k₊ − k₋) = 2aκ sinh(βw/2).

The zero of this velocity lies at w = 0. What remains is to identify w, to derive the ratio of the rates, and to find out how far κ may be treated as a constant. The algebra below is in atomic units, in which ħ, the electron mass and the elementary charge are one. The motion over the barrier is treated classically, so ħ does not appear. Numerical values are given in electronvolts, angstroms and seconds.

The work gained in one step

Consider a column of the crack front of width b. When its bond opens, the front advances by a, and the area

A = ab

is separated. Columns are taken to be independent of one another. Let n count the opened bonds of a column, and let Π(n) be the potential energy of the elastic body together with its loading device. The energy release per unit area, averaged over one step, is defined by

GA = Π(n) − Π(n+1).

This G is the energy that actually arrives at the crack tip. Energy spent elsewhere, for instance in plastic flow of a neighbouring metal line, is not part of it.

Opening the area A also has a price. Let Γ be the reversible work of separation per unit area at the given temperature and in the given environment. It is the free energy of the two separated surfaces minus that of the bonded interface, including any molecules exchanged with the surroundings. The free energy F(n) of the whole system then changes by

F(n+1) − F(n) = −GA + ΓA = −w,

with

w = (G − Γ)A.

A positive w means that opening lowers the free energy. A negative w means that healing does. Γ is the reversible adhesion energy, and the condition w = 0 is the balance that a macroscopic reversible separation would obey.

In a real specimen G depends on the crack length c. The rates below are calculated at fixed G, which requires w to change little between neighbouring steps on the thermal scale:

|dG/dc| a A ≪ k_B T.

If this holds, the velocity follows G(c) as the crack grows. If it fails, each step needs its own pair of rates.

The ratio of opening and healing rates

Let x be the coordinate along which a column moves from one bonded position to the next, and let E(x) be the free energy along it. Because successive bonds are equivalent and G is fixed, a shift by one step reproduces the landscape except for the work gained:

E(x + a) = E(x) − w.

The landscape has one well per step, separated by saddles. The statistical weight of well n is

Z_n = ∫ exp[−βE(x)] dx,

taken between the two saddles that bound it. Substituting x + a for x in the integral for the next well gives

Z_(n+1) = ∫ exp[−βE(x + a)] dx = exp(βw) Z_n.

Now imagine that the column can visit only wells n and n+1. In equilibrium its populations are proportional to Z_n and Z_(n+1), and reversible dynamics carries no net flux between them:

Z_n k₊ = Z_(n+1) k₋.

Hence

k₊/k₋ = Z_(n+1)/Z_n = exp(βw).

The rate k₋ found here belongs to the hop from n+1 to n. By the shift property it equals the rate from n to n−1, so one pair of rates serves all steps. The argument presumes that the column settles in a well before it hops again. This requires barriers much higher than k_B T and enough friction to remove the excess energy within one well; otherwise a single crossing can carry the column over several bonds. Once this is satisfied, the strength of the friction does not enter the ratio: recrossing of the saddle lowers both rates by a common factor.

The argument does presume that the separated surfaces can return to the state from which they came. If they are contaminated, displaced against each other or irreversibly rearranged after opening, the final state is no longer the one in the balance above. The measured arrest of such a crack does not determine Γ.

From hopping rates to velocity and spread

Let P_n(t) be the probability that n bonds of the column have opened. Gain from both neighbours and loss to both neighbours give

dP_n/dt = k₊P_(n−1) + k₋P_(n+1) − (k₊ + k₋)P_n.

For the mean ⟨n⟩, multiply by n and sum over n. Renaming the summation index turns Σ nP_(n−1) into Σ (n+1)P_n, and Σ nP_(n+1) into Σ (n−1)P_n. Thus

d⟨n⟩/dt = k₊(⟨n⟩ + 1) + k₋(⟨n⟩ − 1) − (k₊ + k₋)⟨n⟩
        = k₊ − k₋.

The velocity is a times this rate. Using the ratio of the rates,

v = a(k₊ − k₋) = ak₊[1 − exp(−βw)].

The rate k₊ is positive, and the bracket has the sign of w. The velocity is therefore positive for G > Γ, negative for G < Γ and zero at G = Γ. No symmetry of the landscape has been used for this conclusion.

The second moment follows in the same way. Now n² is replaced by (n+1)² in the first gain term and by (n−1)² in the second:

d⟨n²⟩/dt = k₊(2⟨n⟩ + 1) + k₋(−2⟨n⟩ + 1).

The variance is ⟨n²⟩ − ⟨n⟩². Its time derivative is

d(⟨n²⟩ − ⟨n⟩²)/dt
  = 2⟨n⟩(k₊ − k₋) + k₊ + k₋ − 2⟨n⟩(k₊ − k₋)
  = k₊ + k₋.

For a column that starts from a known position, the variance of the crack position is a²(k₊ + k₋)t. At threshold the mean velocity vanishes but the hopping does not: the column diffuses back and forth with equal rates.

This sets the least travel from which a drift can be recognized in a single column. The squared mean displacement equals the variance when

(k₊ − k₋)²t² = (k₊ + k₋)t.

Solving for t and multiplying by k₊ − k₋ gives the mean number of net steps at that moment. For w > 0 it is

N = (k₊ + k₋)/(k₊ − k₋) = coth(βw/2).

The last equality follows on inserting k± = κ exp(±βw/2). Far above threshold N tends to one. Near threshold it grows as 2/(βw), so more travel is needed to tell growth from fluctuation. A front of many independent columns averages this noise.

The hyperbolic sine and the meaning of its prefactor

Define

κ(w) = √(k₊k₋).

The ratio of the rates then gives k₊ = κ exp(βw/2) and k₋ = κ exp(−βw/2), and the velocity is

v = 2aκ(w) sinh(βw/2), w = (G − Γ)A.

In this form the law follows from detailed balance alone, because all details of the landscape are still contained in κ(w). It acquires predictive content through what is known about κ. The first such knowledge is symmetry.

Write the landscape as

E(x) = V(x) − wx/a,

where V has period a. Suppose that V(−x) = V(x), with a well at x = 0. Reflection then gives

E(−x; w) = V(x) + wx/a = E(x; −w).

A hop to the left at work w is thus the mirror image of a hop to the right at work −w:

k₋(w) = k₊(−w).

If the friction, where it varies with position, has the same reflection symmetry, this holds for the full rates. It follows that

κ(−w) = √[k₊(−w)k₋(−w)] = √[k₋(w)k₊(w)] = κ(w).

The prefactor is even and the velocity is odd. For a smooth landscape the first correction to a constant κ is therefore of order w², and close to threshold

v ≈ aκ(0)βw = aκ(0)(G − Γ)A/(k_B T).

This linear law also describes how a crack comes to rest. Suppose that G falls with crack length, so that dG/dc is negative. With δ = G − Γ, and with dc/dt = v,

dδ/dt = (dG/dc)v ≈ −|dG/dc| aκ(0)βA δ.

Once |βw| is small, the excess decays exponentially, with the time constant

τ = 1/[|dG/dc| aκ(0)βA].

A crack that starts above threshold arrests from above. One that starts below threshold heals and arrests from below. An experiment much shorter than τ does not reach Γ, even when all assumptions hold.

What is lost when healing is omitted

A forward-only law keeps the opening rate and sets v_f = ak₊. For w > 0 its ratio to the net velocity is

v_f/v = 1/[1 − exp(−βw)].

Far above threshold the ratio tends to one, and healing is irrelevant. At threshold v_f has the finite value aκ(0), although the crack does not move on average. Below threshold v_f remains positive while the crack closes. The exponential law therefore contains no threshold; a threshold obtained from it has to be added by hand.

The healing rate is one tenth of the opening rate when exp(−βw) = 0.1, that is, at

G − Γ = k_B T ln 10/A.

There the forward-only velocity is 1/0.9 times the net velocity, an excess of about 11 percent relative to the net value. This energy is a useful measure of the width of the threshold region. It is proportional to temperature and inversely proportional to the area per bond, and it does not contain the barrier.

A landscape without reflection symmetry

Let the untilted saddle lie at the fraction θ of the step, measured from the well on its left. Let U be the untilted barrier. Both the well and the saddle are stationary points of V, so their displacement by the tilt changes the barriers only at order w². To first order the changes are the tilt energies at the original positions. The opening saddle is a distance θa to the right, and the healing saddle is (1 − θ)a to the left:

opening barrier ≈ U − θw,
healing barrier ≈ U + (1 − θ)w.

If the change of the attempt frequency is neglected, with k₀ the common rate at w = 0, then

v ≈ ak₀{exp(θβw) − exp[−(1 − θ)βw]}.

Taking out the factor exp[(θ − 1/2)βw] leaves exp(βw/2) − exp(−βw/2), so that

v ≈ 2ak₀ exp[(θ − 1/2)βw] sinh(βw/2).

The zero is unchanged, but the velocity is no longer odd. Equal distances above and below threshold give speeds with the ratio

v(w)/|v(−w)| ≈ exp[(2θ − 1)βw].

A pure hyperbolic sine is thus a stronger claim than a zero at Γ. It needs a range of w in which κ is nearly constant. In the approximation above this requires θ = 1/2. That condition alone is not enough, because an asymmetric well or saddle changes its curvature, and with it the attempt frequency, linearly in w.

PART 2. PREFACTOR, ENVIRONMENT AND A WORKED CASE

Symbols and results carried over

A front column advances by a per bond and opens the area A = ab, where b is its width. The energy release at the tip is G, the reversible work of separation is Γ, and the net work per step is w = (G − Γ)A. With β = 1/(k_B T), the opening and healing rates obey k₊/k₋ = exp(βw). Their geometric mean is κ, and

v = a(k₊ − k₋) = 2aκ(w) sinh(βw/2).

The landscape along the crack coordinate x is E(x) = V(x) − wx/a, where V has period a. If V and the friction are reflection-symmetric, κ is even in w. If the saddle of V lies at the fraction θ of a step, the ratio v(w)/|v(−w)| is approximately exp[(2θ − 1)βw].

Barriers of a cosine landscape

A definite prefactor requires a definite landscape. The simplest smooth symmetric choice with barrier U is

E(x) = −(U/2) cos(2πx/a) − wx/a.

With φ = 2πx/a, its stationary points satisfy

(U/2) sin φ = w/(2π), or sin φ = s, s = w/(πU).

For |s| < 1 the well lies at φ₀ = arcsin s and the opening saddle at π − φ₀. Since cos(π − φ₀) = −cos φ₀, the opening barrier is

ΔE₊ = U cos φ₀ − w(π − 2φ₀)/(2π)
    = U√(1 − s²) + (w/π) arcsin s − w/2.

The healing saddle lies at −π − φ₀. The cosine part of the barrier is the same, and the tilt now adds w(π + 2φ₀)/(2π). Hence

ΔE₋ = U√(1 − s²) + (w/π) arcsin s + w/2.

The two barriers have the common part

B(w) = U√(1 − s²) + (w/π) arcsin s,

and ΔE± = B ∓ w/2. Their difference is w, as detailed balance demands. At w = πU the opening barrier has fallen to zero. The activated description fails before that point, when ΔE₊ is no longer large compared with k_B T.

The attempt frequency

In transition-state theory the opening rate is the thermal flux through the saddle divided by the weight of the well. For an effective mass M, the mean forward part of the velocity is

∫₀^∞ u exp(−βMu²/2) du / ∫ exp(−βMu²/2) du
  = [1/(βM)]/√[2π/(βM)] = 1/√(2πβM),

where the second integral runs over all velocities u. If the well has curvature K, its weight relative to its minimum is √[2π/(βK)] in the harmonic approximation. The rate becomes

k₊ = [1/√(2πβM)] √[βK/(2π)] exp(−βΔE₊)
   = [√(K/M)/(2π)] exp(−βΔE₊).

The curvature at the tilted minimum is

K = (U/2)(2π/a)² cos φ₀ = K₀√(1 − s²),

where K₀ is its value at w = 0. With ν = √(K₀/M)/(2π), the attempt frequency is ν(1 − s²)^(1/4). Healing starts from the same well and has the same attempt frequency. The geometric mean of the rates is therefore

κ(w) = ν(1 − s²)^(1/4) exp[−βB(w)].

The harmonic weight is slightly too small. With z = βU/2 the untilted well has the factor exp(z cos φ), and cos φ ≈ 1 − φ²/2 + φ⁴/24. The Gaussian average of φ⁴ is 3/z², so the weight is multiplied by 1 + z(3/z²)/24 = 1 + 1/(8z). To this order the harmonic rate is too high by the relative amount k_B T/(4U).

Where a constant prefactor is adequate

For small w, put g = w/π. Then

√(U² − g²) ≈ U − g²/(2U),
g arcsin(g/U) ≈ g²/U,

and their sum is

B ≈ U + w²/(2π²U).

Together with ln(1 − s²)^(1/4) ≈ −s²/4 this gives

ln[κ(w)/κ(0)] ≈ −βw²/(2π²U) − w²/(4π²U²).

The second term is k_B T/(2U) times the first. The main correction is thus the rise of the mean barrier: the tilt moves the well and the saddle towards each other, and the opening barrier falls by less than w/2. A constant prefactor requires

w² ≪ 2π²U k_B T.

This is a stricter condition than w ≪ πU when the barrier is much larger than k_B T.

The correction also matters when an area per bond is inferred from a slope. Differentiating B gives

dB/dw = −g/[π√(U² − g²)] + (arcsin s)/π + g/[π√(U² − g²)]
      = (arcsin s)/π.

For βw ≫ 1, and neglecting the weak variation of the attempt frequency,

d ln v/dG ≈ βA[1/2 − (arcsin s)/π].

Reading this slope as βA/2 yields an apparent area that is smaller than A by the relative amount 2(arcsin s)/π.

Strong friction

The ratio of the rates does not depend on friction, but κ does. For overdamped motion with diffusivity D and probability density p, the flux is

J = −D exp(−βE) d[exp(βE)p]/dx.

Multiply by exp(βE) and integrate from the well across the saddle to a point where p is negligible. With unit population in the well and E₀ its minimum, the rate is

k₊ = D / {∫_saddle exp[β(E − E₀)] dx ∫_well exp[−β(E − E₀)] dx}.

In the cosine landscape the saddle and the well have curvatures of equal magnitude K. The two Gaussian integrals give

k₊ = [DβK/(2π)] exp(−βΔE₊),

and the same prefactor applies to k₋. Hence

κ_D(w) = [DβK₀/(2π)] √(1 − s²) exp[−βB(w)].

The hyperbolic sine and the mean barrier B are unchanged. Now both integrals carry the anharmonic factor 1 + 1/(8z), so the true rate is lower by about 1/(4z) = 1/(2βU).

A numerical solution shows the size of this effect. One period was divided into 240 cells of width h, with hopping rates (D/h²) exp(−βΔE/2) for an energy change ΔE between neighbouring cells, and the stationary current was found by eliminating the cells one by one. For βU = 24 and βw = 12 the velocity on this grid is 0.978 of the harmonic law. The estimate above, made for the untilted landscape, gives 1 − 1/48 = 0.979. The tilt and the finite cell width each change the ratio by only about 0.001.

The same calculation for V = (U/2)(−cos φ + 0.1 sin 2φ), again with βU = 24 (the untilted barrier is now 24.5 k_B T), shows the effect of asymmetry. The saddle lies at θ = 0.560. At βw = 4 the logarithm of v(w)/|v(−w)| is 0.426, while the first-order law gives 0.477. The law omits the linear change of the curvatures with tilt, which can be estimated to first order in the coefficient α = 0.1. In units of k_B T and with φ as coordinate, the well and the saddle both have third derivative −6αz and curvature of magnitude z = 12. The tilt force f = βw/(2π) changes the logarithm of each curvature by −6αf/z. The rate contains the square root of their product, so its logarithm changes by −6αf/z, and the ratio of the two speeds by twice that:

−12αf/z = −12 × 0.1 × 0.637/12 = −0.064.

This has the sign and the approximate size of the difference, −0.050. The first-order estimate overshoots: with the exact curvatures at the tilted well and saddle the contribution is −0.047.

Reactive environment

Suppose that each opened bond takes up one molecule from the surroundings, for example water at a strained bond in a silicate-like dielectric. Let λ be the activity of the molecule at the crack tip relative to a reference state. Removing one molecule from the reservoir costs −μ in free energy, where μ = μ_ref + k_B T ln λ. The reversible work per bond is lowered by the increase of μ:

Γ(λ) = Γ_ref − (k_B T/A) ln λ.

The logarithm can be seen by counting. If N molecules occupy C cells, at most one per cell, the number of arrangements is C!/[N!(C − N)!]. Removing one molecule multiplies it by N/(C − N + 1), which for a large reservoir is N/(C − N), the activity of this lattice gas up to a constant.

The law holds only while every opened bond does take up its molecule. If the opened bond may also stay empty, and the molecule binds with free energy ε at the reference activity, the opened state has the weight 1 + λ exp(βε) relative to the empty one, and Γ = Γ_dry − (k_B T/A) ln[1 + λ exp(βε)]. The logarithmic law is the limit λ exp(βε) ≫ 1. At lower activity Γ does not rise without bound but levels off at the dry value Γ_dry.

For the rates it matters when the molecule is bound. If it is already held at the saddle, the saddle and the opened state both gain the weight λ relative to the closed state. At fixed G the opening rate is multiplied by λ and the healing rate is unchanged. With w_ref = (G − Γ_ref)A and κ the prefactor at the reference activity,

v = aκ(w_ref)[λ exp(βw_ref/2) − exp(−βw_ref/2)].

Taking out √λ gives

v = 2a√λ κ(w_ref) sinh[(βw_ref + ln λ)/2].

The argument of the hyperbolic sine is β[G − Γ(λ)]A/2, so the zero has moved to the new adhesion energy. If the molecule were bound only after the saddle, the opening rate would be unchanged and the healing rate divided by λ. The zero would be the same, but the velocity far above threshold would not depend on λ.

Worked case

The following round values define a model and stand for no particular material: T = 300 K, a = b = 4.0 Å, Γ = 0.150 eV/Å² (2.40 J/m²), U = 1.00 eV and ν = 10¹³ s⁻¹. They give k_B T = 0.02585 eV, A = 16.0 Å² and, from the harmonic formula,

κ(0) = ν exp(−U/k_B T) = 1.59 × 10⁻⁴ s⁻¹.

At an excess G − Γ = 0.010 eV/Å² the work per step is w = 16.0 × 0.010 = 0.160 eV, and βw = 6.19. The cosine landscape gives κ(w)/κ(0) = 0.950. With sinh(3.095) = 11.0,

v = 2 × 4.0 × 1.59 × 10⁻⁴ × 0.950 × 11.0 = 1.33 × 10⁻² Å/s.

The same evaluation at other loads gives the following velocities in Å/s. The third column keeps κ = κ(0), and the last omits healing.

G − Γ (eV/Å²)   v           constant κ   forward only
−0.005          −2.81e−3    −2.85e−3     1.33e−4
+0.001          3.99e−4     3.99e−4      8.65e−4
+0.005          2.81e−3     2.85e−3      2.95e−3
+0.010          1.33e−2     1.40e−2      1.33e−2
+0.020          2.53e−1     3.10e−1      2.53e−1
+0.040          6.67e+1     1.51e+2      6.67e+1

For a growing crack the two simplifications fail at opposite ends of the load range. Healing matters near threshold: at +0.001 eV/Å² the forward-only velocity is more than twice the net one. Below threshold the crack closes, and the forward-only velocity has the wrong sign. Healing falls to one tenth of opening at an excess of 0.0037 eV/Å². The variation of κ matters at high load: its barrier term reaches −0.1 in ln κ at 0.014 eV/Å². At 0.040 eV/Å² the mean barrier has risen to 1.021 eV, and the constant-prefactor law is too high by a factor of 2.3. The opening barrier is then 0.701 eV, still many times k_B T, and the velocity is 6.7 × 10⁻⁹ m/s. A high barrier is not the only condition at this load. A column that crosses the saddle gains w = 25 k_B T per step, and it stops in the next well only if friction removes this energy. With a friction rate γ, most crossings at this load run over several bonds when γ/(2πν) is 0.15 or less, and single hops prevail only from about 0.3. At that friction, recrossing already lowers the rate to about 0.86 of the transition-state value. The entries at high load are therefore upper estimates for single hops, not exact rates of the model.

At this last load s = 0.640/(π × 1.00) = 0.204. An area per bond read from the local slope with constant κ would be too small by 2 × 0.205/π, or 13 percent of A. At +0.001 eV/Å², a single column needs on average coth(0.310) = 3.3 net steps before its drift equals its spread.

Assume that the molecule binds strongly enough, with ε well above k_B T ln 100 = 0.12 eV, for every opened bond to remain occupied. Now let the activity fall to λ = 0.01, with the molecule held at the saddle. The threshold rises by 0.02585 × 4.605/16.0 = 0.0074 eV/Å², to 0.1574 eV/Å². At G = 0.155 eV/Å² the crack was growing at 2.81 × 10⁻³ Å/s. The argument of the hyperbolic sine is now (3.095 − 4.605)/2 = −0.755, and the velocity becomes −1.04 × 10⁻⁴ Å/s: the crack heals. At G = 0.170 eV/Å² it still grows, but at 2.52 × 10⁻³ instead of 0.253 Å/s. This is nearly the hundredfold reduction expected when opening dominates.

Use of the law and its limits

For numerical work at the reference activity, λ = 1, and w > 0 the form

v = aν(1 − s²)^(1/4) exp[−β(B − w/2)] [1 − exp(−βw)]

avoids the product of a very small and a very large number. The last bracket should be evaluated with a function made for exp(y) − 1 at small y. For w < 0, oddness gives v(w) = −v(−w). At another activity, with the molecule held at the saddle, the formula with √λ and κ(w_ref) must be used instead. Its velocity is not odd about the shifted threshold, because κ is even in w_ref and not in the actual work per step.

The absolute velocity is far less certain than the threshold. An error of k_B T ln 10 = 0.060 eV in U changes κ(0) tenfold but leaves Γ untouched. For the chosen ν the vibrational quantum is also somewhat larger than k_B T, so the classical prefactor is a model value.

Independence of the columns is a further restriction. If neighbouring columns interact, the front moves through kinks, and a single hyperbolic sine with the area of one bond need not describe its velocity. At G = Γ, however, advancing the entire front by one step costs no free energy. The landscape of front shapes is then periodic without tilt, and detailed balance permits no mean drift. The zero survives under the conditions that gave it: G is the energy reaching the tip, Γ belongs to the actual environment, and the surfaces can rebond. If dissipation elsewhere consumes a part of the applied energy release that does not vanish with the velocity, the applied value at arrest differs from Γ.
